# A one-projector ultrasoft hydrogen pseudopotential and its 2s error

## Problem

One electron moves in the Coulomb field of a fixed proton. Relativity is neglected. Let \(k=e^2/(4\pi\varepsilon_0)\), \(a_B=\hbar^2/(mk)\) and \(E_h=k/a_B\). For s states write the radial function as \(u(r)=rR(r)\), with

\[
T=-\frac{\hbar^2}{2m}\frac{d^2}{dr^2},\qquad \langle f|g\rangle=\int_0^\infty f(r)g(r)\,dr ,
\]

all functions being real and zero at \(r=0\). The reference state is

\[
u_1(r)=2a_B^{-3/2}\,r\,e^{-r/a_B},\qquad \varepsilon_1=-E_h/2 .
\]

The Coulomb potential is to be replaced by the smooth local part \(V_{\rm loc}(r)=-k\,\mathrm{erf}(r/a)/r\) and one projector \(\beta\), in the generalized eigenproblem

\[
\big(T+V_{\rm loc}+|\beta\rangle D\langle\beta|\big)\phi=\varepsilon\,\big(1+|\beta\rangle q\langle\beta|\big)\phi .
\]

(a) Construct a smooth function \(\phi_1=c_0r+c_2r^3+c_4r^5\) for \(r<r_c\), equal to \(u_1\) for \(r\ge r_c\), with continuous value, first and second derivative.

(b) Find \(\beta\), \(q\) and \(D\) such that \(\phi_1\) is a solution at \(\varepsilon_1\) and carries the full unit charge.

(c) Descreen \(D\), and show what the descreened value is for.

(d) Find how the logarithmic derivative at \(r_c\) varies with energy near \(\varepsilon_1\).

(e) For \(r_c=1.5\,a_B\) and \(a=0.375\,a_B\), verify the 1s level and find the error of the 2s level, whose true value is \(-E_h/8\).

## Solution

### (a) The smooth function

Write \(\phi_1=rP\) with \(P=c_0+c_2r^2+c_4r^4\), and \(u_1=rR\) with \(R=2a_B^{-3/2}e^{-r/a_B}\). Since \(r_c\neq0\), matching \(\phi_1\) to \(u_1\) through the second derivative is the same as matching \(P\) to \(R\) through the second derivative. At \(r_c\),

\[
2c_2r_c+4c_4r_c^3=R',\qquad 2c_2+12c_4r_c^2=R'' .
\]

Dividing the first equation by \(r_c\) and subtracting it from the second removes \(c_2\). With \(R'=-R/a_B\) and \(R''=R/a_B^2\),

\[
c_4=\frac{R(r_c)}{8r_c^2}\left(\frac1{a_B^2}+\frac1{a_Br_c}\right),\quad
c_2=-\frac{R(r_c)}{2a_Br_c}-2c_4r_c^2,\quad
c_0=R(r_c)-c_2r_c^2-c_4r_c^4 .
\]

In units of \(a_B\), \(R(r_c)=2e^{-1.5}=0.44626\). Hence

\[
c_4=\frac{0.44626}{18}\,(1+0.66667)=0.04132,\qquad c_2=-0.148753-0.185942=-0.334695,
\]

and \(c_0=0.44626+0.75306-0.20918=0.99014\). The true \(R\) has a cusp at the nucleus and the value 2 there. The smooth one is flat at the origin, with about half that value. No condition has been placed on its norm.

### (b) Projector, augmentation and strength

Define the part of the Schrödinger equation that \(V_{\rm loc}\) fails to satisfy:

\[
\chi=(\varepsilon_1-T-V_{\rm loc})\phi_1 .
\]

Inside \(r_c\), where \(\phi_1''=6c_2r+20c_4r^3\),

\[
\chi=\varepsilon_1\phi_1+\frac{\hbar^2}{2m}\left(6c_2r+20c_4r^3\right)+\frac{k\,\mathrm{erf}(r/a)}{r}\,\phi_1 .
\]

Outside, \((\varepsilon_1-T)u_1=-(k/r)u_1\), so

\[
\chi=-\frac kr\left[1-\mathrm{erf}(r/a)\right]u_1=-\frac{k\,\mathrm{erfc}(r/a)}{r}\,u_1 .
\]

This tail is not zero, because the error function never quite reaches 1. It is kept in the projector: cutting it off would spoil the 1s equation slightly. Here \(\mathrm{erfc}(r_c/a)=\mathrm{erfc}(4)=1.5\times10^{-8}\), so the projector is localized for practical purposes.

Now set

\[
B=\langle\phi_1|\chi\rangle,\qquad \beta=\chi/B,\qquad\text{so that}\quad \langle\beta|\phi_1\rangle=1 .
\]

This requires \(B\neq0\). Let \(\varepsilon_{\rm loc}\) be the lowest s level of \(T+V_{\rm loc}\). The variational principle gives \(\langle\phi_1|T+V_{\rm loc}|\phi_1\rangle\ge\varepsilon_{\rm loc}\langle\phi_1|\phi_1\rangle\), hence \(B\le(\varepsilon_1-\varepsilon_{\rm loc})\langle\phi_1|\phi_1\rangle\). The softened potential lies above \(-k/r\) everywhere, so \(\varepsilon_{\rm loc}>\varepsilon_1\) and \(B<0\).

The missing charge is

\[
Q(r)=u_1^2-\phi_1^2,\qquad q=\int_0^{r_c}Q\,dr ,
\]

and \(Q=0\) beyond \(r_c\). With \(S=1+|\beta\rangle q\langle\beta|\),

\[
\langle\phi_1|S|\phi_1\rangle=\langle\phi_1|\phi_1\rangle+q=\langle u_1|u_1\rangle=1 .
\]

To find \(D\), insert \(\phi_1\) in the eigenproblem at \(\varepsilon_1\). Because \(\langle\beta|\phi_1\rangle=1\), it reads

\[
(T+V_{\rm loc})\phi_1+D\beta=\varepsilon_1\phi_1+\varepsilon_1q\beta
\quad\Longrightarrow\quad (D-\varepsilon_1q)\beta=\chi=B\beta .
\]

Therefore

\[
D=B+\varepsilon_1q .
\]

The numbers are \(q=0.57681-0.46474=0.11207\) (true minus smooth charge inside \(r_c\)) and \(B=-0.06382\,E_h\). Then \(D=-0.06382-0.5\times0.11207=-0.11985\,E_h\). Since \(q>0\), \(S\) is positive definite, as an overlap operator must be.

### (c) Descreening

In an ultrasoft calculation the augmentation charge feels the effective potential, so the strength has the form

\[
D=D^0+\int V_{\rm eff}(r)\,Q(r)\,dr .
\]

For one non-interacting electron there are no Hartree and exchange-correlation potentials. Nothing is subtracted from the local potential, and \(V_{\rm eff}=V_{\rm loc}\). The strength must still be descreened, because this convention counts \(V_{\rm loc}\) acting on \(Q\) separately:

\[
D^0=D-\int V_{\rm loc}Q\,dr=-0.11985+0.19580=0.07595\,E_h .
\]

A second expression checks this value. From the definition of \(B\) and the unit total charge,

\[
D=\varepsilon_1\big(\langle\phi_1|\phi_1\rangle+q\big)-\langle\phi_1|T+V_{\rm loc}|\phi_1\rangle=\varepsilon_1-\langle\phi_1|T+V_{\rm loc}|\phi_1\rangle .
\]

Subtracting \(\int V_{\rm loc}(u_1^2-\phi_1^2)\,dr\) cancels the terms with \(\phi_1^2\), leaving

\[
D^0=\varepsilon_1-\langle u_1|V_{\rm loc}|u_1\rangle-\langle\phi_1|T|\phi_1\rangle
=-0.50000+0.91610-0.34015=0.07595\,E_h .
\]

The use of \(D^0\) appears when a weak potential \(\lambda w(r)\) is added. The rule then gives \(D(\lambda)=D^0+\int(V_{\rm loc}+\lambda w)Q\,dr\), while \(S\) is unchanged. Differentiate \((H-\varepsilon S)\phi=0\) at \(\lambda=0\) and project on \(\phi_1\). The term with \(d\phi/d\lambda\) vanishes because \(H-\varepsilon_1S\) is symmetric and annihilates \(\phi_1\). What remains is

\[
\frac{d\varepsilon}{d\lambda}=\int w\phi_1^2\,dr+\int wQ\,dr=\int wu_1^2\,dr ,
\]

which is the true first-order response of the 1s level. The step uses \(\langle\beta|\phi_1\rangle=1\), so the identity holds for the reference state only. For \(w=E_h\exp(-r^2/a_B^2)\) the response is \(0.27362\,E_h\), both for the true atom and for the pseudopotential. With \(D\) frozen it would be \(0.19624\,E_h\). For the 2s level the same rule is not exact: it gives \(0.0213\,E_h\) against the true \(0.0265\,E_h\).

### (d) Energy dependence at the core radius

Let \(L(\varepsilon)=\phi'/\phi\) at \(r_c\) for the solution regular at the origin. In this part the projector tail beyond \(r_c\) is neglected, and all integrals run from 0 to \(r_c\). The inner solution obeys

\[
(T+V_{\rm loc}-\varepsilon)\phi+(D-\varepsilon q)\beta\langle\beta|\phi\rangle=0 .
\]

With a dot for \(d/d\varepsilon\), differentiation gives

\[
(T+V_{\rm loc}-\varepsilon)\dot\phi+(D-\varepsilon q)\beta\langle\beta|\dot\phi\rangle=\phi+q\beta\langle\beta|\phi\rangle .
\]

Multiply the second equation by \(\phi\), the first by \(\dot\phi\), integrate and subtract. The local terms and the terms with \(D-\varepsilon q\) cancel. The kinetic terms form a total derivative, which vanishes at the origin:

\[
-\frac{\hbar^2}{2m}\big(\phi\dot\phi'-\dot\phi\phi'\big)_{r_c}=\int_0^{r_c}\phi^2dr+q\langle\beta|\phi\rangle^2 .
\]

The bracket equals \(\phi(r_c)^2\,dL/d\varepsilon\). Hence

\[
\frac{dL}{d\varepsilon}=-\frac{2m}{\hbar^2}\,\frac{\int_0^{r_c}\phi^2dr+q\langle\beta|\phi\rangle^2}{\phi(r_c)^2} .
\]

At \(\varepsilon_1\) the numerator is \(\int_0^{r_c}\phi_1^2dr+q=\int_0^{r_c}u_1^2dr\). The same derivation for the Coulomb potential, without a projector, gives this numerator too. Value and slope of \(L\) are therefore both correct at \(\varepsilon_1\), and the error of \(L\) starts at order \((\varepsilon-\varepsilon_1)^2\).

In units of \(a_B\) and \(E_h\), \(u_1(r_c)^2=9e^{-3}=0.44808\), and the slope is \(-2\times0.57681/0.44808=-2.5746\). If \(q\) is dropped and \(D=B\) is used, \(\phi_1\) still solves the equation at \(\varepsilon_1\), but the slope changes by \(2\times0.11207/0.44808=0.5002\), to \(-2.0744\). The augmentation thus supplies the energy dependence that the unconstrained norm would lose.

### (e) The two levels

Diagonalization of the generalized problem gives:

| s-wave problem | 1s (\(E_h\)) | 2s (\(E_h\)) |
|---|---|---|
| Coulomb | −0.50000 | −0.12500 |
| ultrasoft | −0.50000 | −0.12342 |
| \(V_{\rm loc}\) alone | −0.43843 | −0.11701 |

The ultrasoft 1s level is \(-0.500000\,E_h=-13.6057\) eV, as the construction requires, and it is the lowest s level found. The 2s level is \(-3.3586\) eV instead of \(-3.4014\) eV. Its error is

\[
\Delta\varepsilon_2=+1.58\times10^{-3}\,E_h=+42.9\ \text{meV},
\]

or 1.3% of the true 2s binding energy. Joining the inner solution to the decaying Coulomb solution at \(r_c\) gives the same level.

The slope relation of part (d) converts the computed error of \(L\) at the 2s energy into an estimate of the level error. At the true 2s energy, \(L=-1.6467/a_B\) for the pseudopotential and \(-1.8333/a_B\) for the Coulomb potential, a difference \(\Delta L=0.1866/a_B\). A level occurs where the inner \(L\) equals the outer one, \(L_{\rm out}\). Repeating the derivation on \((r_c,\infty)\) reverses the boundary sign, so \(L_{\rm out}\) rises with energy while the inner \(L\) falls. Subtracting the outer slope from the inner one adds their magnitudes, so the numerator becomes the total charge, inside plus outside \(r_c\). Approximating the ratio of this charge to \(\phi(r_c)^2\) by its value for the normalized true 2s function \(u_2\),

\[
\frac{d(L-L_{\rm out})}{d\varepsilon}\approx-\frac{2m}{\hbar^2}\frac{1}{u_2(r_c)^2}
\quad\Longrightarrow\quad
\Delta\varepsilon_2\approx\frac{\hbar^2}{2m}\,u_2(r_c)^2\,\Delta L .
\]

With \(u_2=2^{-1/2}a_B^{-3/2}\,r\,(1-r/2a_B)\,e^{-r/2a_B}\), one has \(u_2(r_c)^2=0.01569/a_B\). The estimate is \(0.5\times0.01569\times0.1866=1.46\times10^{-3}\,E_h\), about 7% below the computed error. An inner \(L\) that is too high pushes the level up.

Without augmentation the 2s error is 113 meV, about 2.6 times larger, although the 1s level is still correct. A correct reference level by itself therefore does not fix the error at another energy.

The error also grows when the two lengths \(r_c\) and \(a\) are scaled up together. With \(a=r_c/4\) throughout, the 2s error is 6.8, 19.5, 42.9 and 78.9 meV for \(r_c=1.00\), 1.25, 1.50 and 1.75 \(a_B\). Both lengths change together in this series, so it does not separate their effects. Shortening \(a\) alone does not help: at \(r_c=1.5\,a_B\) the error is 38.2, 42.9 and 51.9 meV for \(a=0.4375\), 0.375 and 0.25 \(a_B\), and at \(a=0.15\,a_B\) the second s level has dropped to \(-0.302\,E_h\), a spurious state. The reason is that for \(a\to0\), \(V_{\rm loc}\to-k/r\) and \(\langle u_1|\chi\rangle\to0\), so \(u_1\) and \(\phi_1\) both solve the equation at \(\varepsilon_1\) and a second level must descend to \(\varepsilon_1\). The ratio \(a/r_c\) therefore cannot be made small.

The potential constructed here is for s waves. States of higher angular momentum would feel \(V_{\rm loc}\) alone, and their accuracy has not been examined. The numerical check checks the levels, the slopes and the descreening rule numerically.

## Values computed for the example and the checks

```
E_h = 27.211386 eV, a_B = 52.91772 pm
core radius rc = 1.5 a_B, smoothing length a = 0.375 a_B
c0 = 0.990140 a_B^(-3/2)
c2 = -0.334695 a_B^(-7/2)
c4 = 0.041320 a_B^(-11/2)
Vloc(0) = -3.009011 E_h
erfc(rc/a) = 1.542e-08
largest |chi| outside / inside rc = 1.74e-08
true 1s norm inside rc = 0.576810
smooth 1s norm inside rc = 0.464741
q = 0.112069
B = -0.063816 E_h
D = -0.119851 E_h
integral of Vloc*Q = -0.195801 E_h
D0 (descreened) = 0.075950 E_h
D0 from energy integrals = 0.075950 E_h
smooth kinetic energy <phi|T|phi> = 0.340152 E_h
<u|Vloc|u> = -0.916102 E_h
1s level, ultrasoft = -0.500000000 E_h = -13.605693 eV
1s function, largest deviation = 8.1e-13 a_B^(-1/2)
2s level, true = -0.125000000 E_h = -3.401423 eV
2s level, ultrasoft = -0.123424506 E_h = -3.358552 eV
2s level, joined at rc = -0.123424506 E_h
2s error, ultrasoft = 1.5755e-03 E_h = 42.871 meV
2s error, q dropped and D=B = 4.1629e-03 E_h = 113.278 meV
Vloc alone: 1s = -0.438427 E_h, 2s = -0.117006 E_h
L(rc) at 1s energy, true = -0.333333 1/a_B
dL/dE at 1s, true = -2.57457 1/(a_B E_h)
dL/dE at 1s, ultrasoft = -2.57457 1/(a_B E_h)
dL/dE at 1s, q dropped = -2.07435 1/(a_B E_h)
predicted slope change without q = 0.50021 1/(a_B E_h)
L(rc) at true 2s energy, true = -1.83333 1/a_B
L(rc) at true 2s energy, ultrasoft = -1.64672 1/a_B
probe potential: lambda * E_h * exp(-(r/a_B)^2)
1s response, true = 0.273616 E_h
1s response, ultrasoft with D updated = 0.273616 E_h
1s response, ultrasoft with D frozen = 0.196236 E_h
rc = 1.00 a_B, a = rc/4: q = 0.03164, 2s error = 6.815 meV
rc = 1.25 a_B, a = rc/4: q = 0.06486, 2s error = 19.462 meV
rc = 1.50 a_B, a = rc/4: q = 0.11207, 2s error = 42.871 meV
rc = 1.75 a_B, a = rc/4: q = 0.17194, 2s error = 78.917 meV
```
